\section*{Spin-Orbit Scaling: Z⁴ for Hydrogenic Ions, Nearly Z² for Valence Electrons}

\section{The powers of $Z$ from scaling}

In atomic units an electron bound to a bare nucleus of charge $Z$ has the Hamiltonian $p^2/2-Z/r$. Put $\mathbf r=\mathbf x/Z$. Momenta then scale as $Z$, and the Hamiltonian becomes $Z^2$ times that of hydrogen. All lengths therefore shrink as $1/Z$.

The spin-orbit energy carries a factor $\alpha^2$, where $\alpha$ is the fine-structure constant, and is proportional to $(1/r)\,dV/dr=Z/r^3$. One power of $Z$ comes from the field and three from the size of the orbit:
\begin{equation}
\zeta\sim\alpha^2\,Z\,Z^3=\alpha^2Z^4 .
\end{equation}

The valence electron of a neutral atom is different. Its orbit is large, because outside the core it feels a net charge $Z_o=1$. If the orbit penetrates the core, the electron briefly feels a much larger charge $Z_i$ near the nucleus. There the length is $1/Z_i$ and the speed is $Z_i$, so a passage lasts a time of order $Z_i^{-2}$. During it $(1/r)dV/dr$ is of order $Z_i^4$. Passages recur once per outer period, which is of order $n_*^3/Z_o^2$, where $n_*$ is defined by the binding energy, $E=-Z_o^2/(2n_*^2)$. The time average is
\begin{equation}
\zeta\sim\alpha^2\,Z_i^4\,Z_i^{-2}\,\frac{Z_o^2}{n_*^3}
=\alpha^2\frac{Z_i^2Z_o^2}{n_*^3}.
\end{equation}
Two of the four powers are lost because the electron is near the nucleus for so short a time. With $Z_o=1$, $Z_i$ roughly proportional to $Z$, and $n_*$ nearly constant, $\zeta$ grows roughly as $Z^2$. The rest of the derivation supplies the numerical factors and the conditions.

\section{The spin-orbit operator}

Let $V(r)$ be the potential energy of the electron, $c=1/\alpha$, and $\varepsilon$ the energy measured from the rest energy. The Dirac equation for the upper and lower two-component functions $\varphi,\chi$ is
\begin{align}
(\varepsilon-V)\varphi&=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi,\\
(2c^2+\varepsilon-V)\chi&=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\end{align}
For $|\varepsilon-V|\ll2c^2$ the second line gives
\begin{equation}
\chi\simeq\frac1{2c}\left(1-\frac{\varepsilon-V}{2c^2}\right)\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\end{equation}
Inserting this in the first line produces $p^2/2$ and a correction containing $\frac{1}{4c^2}\boldsymbol\sigma\!\cdot\!\mathbf p\,V\,\boldsymbol\sigma\!\cdot\!\mathbf p$. Since $[\mathbf p,V]=-i\nabla V$ and $(\boldsymbol\sigma\!\cdot\!\mathbf a)(\boldsymbol\sigma\!\cdot\!\mathbf b)=\mathbf a\!\cdot\!\mathbf b+i\boldsymbol\sigma\!\cdot\!(\mathbf a\times\mathbf b)$,
\begin{align}
\boldsymbol\sigma\!\cdot\!\mathbf p\,V\,\boldsymbol\sigma\!\cdot\!\mathbf p
&=Vp^2-i(\boldsymbol\sigma\!\cdot\!\nabla V)(\boldsymbol\sigma\!\cdot\!\mathbf p)\nonumber\\
&=Vp^2-i\nabla V\!\cdot\!\mathbf p+\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p).
\end{align}
Only the last term contains the spin. The term with $\varepsilon$ gives $\varepsilon p^2$, and the renormalization of $\varphi$ at this order also involves only $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, so neither adds a spin-dependent term. With $\nabla V=V'\mathbf r/r$, $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf S=\boldsymbol\sigma/2$,
\begin{equation}
H_{\rm so}=\frac{\alpha^2}{4}\frac{V'}{r}\,\boldsymbol\sigma\!\cdot\!\mathbf L
=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr}\,\mathbf L\!\cdot\!\mathbf S .
\label{so}
\end{equation}

Without $H_{\rm so}$, the $2(2l+1)$ products of an orbital $(n,l,m)$ with a spin state are degenerate. First-order perturbation theory diagonalizes $H_{\rm so}$ among them. This is the simplest case of spin-orbit state interaction: spin-free states are found first and then mixed. They share one radial function, so the matrix is $\zeta\,\mathbf L\!\cdot\!\mathbf S$ with
\begin{equation}
\zeta=\frac{\alpha^2}{2}\left\langle\frac1r\frac{dV}{dr}\right\rangle .
\label{zeta}
\end{equation}
Coupling to other radial states is of second order and is dropped.

With $\mathbf J=\mathbf L+\mathbf S$, $\mathbf L\!\cdot\!\mathbf S=\tfrac12(J^2-L^2-S^2)$. Its eigenvalues are $l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. The doublet splitting is therefore $\zeta(l+\tfrac12)$, or $\tfrac32\zeta$ for a p level.

\section{The bare nucleus}

Here $V'/r=Z/r^3$, so $\langle r^{-3}\rangle$ is needed. The function $u=rR$ obeys $H_lu=Eu$ with
\begin{equation}
H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr .
\end{equation}

\paragraph{The mean of $r^{-2}$.} Set $E=-\kappa^2/2$ and $u=r^{l+1}e^{-\kappa r}\sum_kc_kr^k$. Equating powers of $r$ in $H_lu=Eu$ gives
\begin{equation}
\left[(k+l+2)(k+l+1)-l(l+1)\right]c_{k+1}=2\left[\kappa(k+l+1)-Z\right]c_k .
\end{equation}
A bound state needs the series to end, say at $k=n_r$. Then $\kappa=Z/(n_r+l+1)$ and
\begin{equation}
E=-\frac{Z^2}{2(n_r+l+1)^2},\qquad n=n_r+l+1 .
\end{equation}
None of this requires $l$ to be an integer, so $E$ may be differentiated with respect to $l$ at fixed $n_r$. For normalized $u$, the change of $u$ contributes $E\,d\langle u|u\rangle/dl=0$, which leaves $dE/dl=\langle\partial H_l/\partial l\rangle$:
\begin{equation}
\frac{Z^2}{n^3}=\left(l+\tfrac12\right)\langle r^{-2}\rangle
\quad\Rightarrow\quad
\langle r^{-2}\rangle=\frac{Z^2}{n^3(l+\frac12)} .
\end{equation}

\paragraph{The mean of $r^{-3}$.} The commutator of $d/dr$ with $H_l$ is the derivative of the effective potential:
\begin{equation}
\left[\frac{d}{dr},H_l\right]=-\frac{l(l+1)}{r^3}+\frac{Z}{r^2}.
\end{equation}
Take its mean in $u$ and integrate by parts twice to move $H_l$ to the left. The terms with $E$ cancel, leaving the boundary term $\frac12[uu''-u'^2]_0^\infty$. Near the origin $u\propto r^{l+1}$, so this term behaves as $r^{2l}$ and vanishes for $l\ge1$. The mean radial force is then zero:
\begin{equation}
l(l+1)\langle r^{-3}\rangle=Z\langle r^{-2}\rangle .
\end{equation}
Combining the two means with Eq.~\eqref{zeta},
\begin{equation}
\boxed{\;\zeta=\frac{\alpha^2Z}{2}\langle r^{-3}\rangle
=\frac{\alpha^2Z^4}{2n^3\,l(l+\frac12)(l+1)},\qquad l\ge1\;}
\label{bare}
\end{equation}
For s states $\mathbf L\!\cdot\!\mathbf S$ gives no splitting, and this expression does not apply.

The formula is the leading term in $(Z\alpha)^2$. For $Z=10$ it gives a 2p splitting of $0.453$ eV, while diagonalizing the Dirac radial equation in a small basis gives $0.454$ eV.

\section{Land\'e's penetrating orbit}

Consider a classical electron with angular momentum $L$. Inside the core let its potential energy be $-Z_i/r$ plus a constant, and outside let it be $-Z_o/r$. The constant exerts no force. In a real atom the inner charge varies with $r$, and $Z_i$ stands for an effective value.

\paragraph{One passage through the core.} Let $w=1/r$ and let $\phi$ be the polar angle. From $L=r^2\,d\phi/dt$ follow $dr/dt=-L\,dw/d\phi$ and $d^2r/dt^2=-L^2w^2\,d^2w/d\phi^2$. The radial equation $d^2r/dt^2-L^2/r^3=-Z_i/r^2$ becomes
\begin{equation}
\frac{d^2w}{d\phi^2}+w=\frac{Z_i}{L^2}
\quad\Rightarrow\quad
\frac1r=\frac{Z_i}{L^2}(1+e\cos\phi),
\end{equation}
with $e$ the eccentricity and $\phi=0$ at closest approach. Over a full inner loop,
\begin{align}
\oint\frac{Z_i}{r^3}\,dt
&=\frac{Z_i}{L}\int_{-\pi}^{\pi}\frac{d\phi}{r}
=\frac{Z_i^2}{L^3}\int_{-\pi}^{\pi}(1+e\cos\phi)\,d\phi\nonumber\\
&=\frac{2\pi Z_i^2}{L^3}.
\label{passage}
\end{align}
The eccentricity has dropped out. The real orbit leaves the core before the loop closes, at $\phi=\pm(\pi-\delta)$. The missing fraction of the integral is $(\delta-e\sin\delta)/\pi$. For a deeply penetrating orbit $e$ is close to 1 and $\delta$ is small, so this fraction is small too: the far end of the loop carries little weight.

\paragraph{How often it happens.} The outer Kepler ellipse has semi-major axis $a=Z_o/(2|E|)=n_*^2/Z_o$ and period
\begin{equation}
T=2\pi\sqrt{\frac{a^3}{Z_o}}=\frac{2\pi n_*^3}{Z_o^2}.
\end{equation}
This neglects the change in period caused by the core, and the weak outer field adds little to the integral. Dividing Eq.~\eqref{passage} by $T$,
\begin{equation}
\overline{\frac1r\frac{dV}{dr}}\simeq\frac{Z_i^2Z_o^2}{n_*^3L^3}.
\end{equation}
Direct time averages over classical orbits in such a two-charge potential, with $L=1$, core radius $1/Z_o$, $n_*=2$ or $3$ and $Z_i$ from 20 to 80, exceed this expression by $0.5\%$ to $2.5\%$. The excess is larger for a larger core: for $Z_i=50$, $Z_o=1$, $n_*=2$ it is about $7\%$ at a core radius of 2 bohr and $13\%$ at 3 bohr.

\paragraph{The quantum value of $L^3$.} The hydrogenic result fixes it. For a bare charge $Z_i$, multiply $Z_i\langle r^{-3}\rangle$ by the period $2\pi n^3/Z_i^2$:
\begin{equation}
\frac{Z_i^4}{n^3l(l+\frac12)(l+1)}\cdot\frac{2\pi n^3}{Z_i^2}
=\frac{2\pi Z_i^2}{l(l+\frac12)(l+1)} .
\end{equation}
This contribution per passage does not depend on $n$. That is reasonable, because close to the nucleus the binding energy is negligible beside $Z_i/r$, so weakly bound states of the same $l$ have nearly the same shape there. Comparison with Eq.~\eqref{passage} replaces $L^3$ by $l(l+\frac12)(l+1)$, and
\begin{equation}
\boxed{\;\zeta\simeq\frac{\alpha^2Z_i^2Z_o^2}{2n_*^3\,l(l+\frac12)(l+1)}\;}
\label{lande}
\end{equation}
This is a semiclassical estimate, since the classical period has been used to fix how much of the wave lies near the nucleus. That step assumes the wave passes between the outer and inner regions without reflection, which requires the local wavelength to change slowly. At an abrupt core edge this fails: for $l=1$, $Z_i=50$, $Z_o=1$ and a core radius of 2 bohr the Schr\"odinger equation in the two-charge potential gives only about $0.4$ of Eq.~\eqref{lande}. The factor depends strongly on the model. For levels with $n_*$ between 2 and 4 it lies between $0.06$ and $1.45$ for $Z_i=50$ and core radii from $0.5$ to 3 bohr, and between $0.12$ and $0.48$ for $Z_i=20$, 50, 80 at the core radius of 1 bohr used in the classical averages. Smooth cores are not covered by these figures. The close classical agreement above therefore does not carry over to the quantum prefactor. When $Z_i=Z_o=Z$ and $n_*=n$, Eq.~\eqref{lande} reduces to Eq.~\eqref{bare}.

\paragraph{Reading the exponent.} For a neutral atom $Z_o=1$. Write $Z_i=\lambda Z$. Then
\begin{equation}
\frac{d\ln\zeta}{d\ln Z}=2+2\frac{d\ln\lambda}{d\ln Z}-3\frac{d\ln n_*}{d\ln Z}.
\label{slope}
\end{equation}
The exponent is near 2 if the ratio $\lambda$ and $n_*$ vary slowly, as they may down a group of the periodic table. It is not a law for arbitrary sequences of atoms. Along a series of ions with a fixed number of electrons, for instance, $Z_o$ grows as well.

\section{Comparison: the p levels of Na, K, Rb and Cs}

The lowest empty valence p levels were computed by nonrelativistic frozen-core Hartree-Fock, as empty orbitals of the closed-shell ions. By Gauss's law $V'/r=Q(r)/r^3$, where $Q(r)$ is the nuclear charge less the core charge inside $r$. Exchange acts on the orbitals but is left out of this field. The mean-field exchange part of the two-electron spin-orbit operator would lower $\zeta$ by about $10\%$ in Na and $5\%$ in K, and raise the exponent between these two atoms from $1.88$ to $1.97$, so the entries below are not meaningful to all the digits shown beyond this model. Core polarization and relativistic contraction are also absent, so the numbers examine the scaling and are not accurate predictions of the splittings.

In the table $\zeta$ is the mean \eqref{zeta} over the computed orbital, and $\zeta_{\rm L}$ is Eq.~\eqref{lande} with no screening, $Z_i=Z$. The last column is the $Z_i$ that would make Eq.~\eqref{lande} reproduce $\zeta$. It therefore absorbs every error of the estimate, not screening alone.

\begin{center}
\begin{tabular}{lccccc}
 & $Z$ & $n_*$ & $\zeta$ (eV) & $\zeta_{\rm L}$ (eV) & $Z_i$\\
Na 3p & 11 & 2.137 & 0.0010 & 0.0030 & 6.5\\
K 4p & 19 & 2.288 & 0.0029 & 0.0073 & 12.0\\
Rb 5p & 37 & 2.355 & 0.0110 & 0.0253 & 24.4\\
Cs 6p & 55 & 2.439 & 0.0230 & 0.0504 & 37.2
\end{tabular}
\end{center}

For Cs the arithmetic is as follows. One hartree is $27.211$ eV, so $\alpha^2$ hartree is $1.449\times10^{-3}$ eV. For $l=1$ the angular factor is $1\cdot\frac32\cdot2=3$, and
\begin{equation}
\zeta_{\rm L}=1.449\times10^{-3}\ {\rm eV}\times\frac{55^2}{2\times2.439^3\times3}
=0.050\ {\rm eV}.
\end{equation}
The orbital gives $\zeta=0.023$ eV, hence a splitting of $\frac32\zeta=0.035$ eV, or $1.3\times10^{-3}$ hartree. The unscreened estimate is too large by a factor of about 2.2. Equation~\eqref{bare} with $Z=55$ and $n=6$ gives $10.2$ eV, too large by a factor of about 440. That value is the leading term in $(Z\alpha)^2$ for a Cs nucleus with a single electron.

\paragraph{The exponent.} From Na to Cs, $\zeta$ grows as $Z^{1.92}$ on average. Equation~\eqref{slope} shows how this arises. The ratio $Z_i/Z$ rises from $6.50/11=0.591$ to $37.19/55=0.676$, and $n_*$ from $2.137$ to $2.439$, while $Z$ grows by a factor of 5:
\begin{equation}
2+\frac{2\ln(0.676/0.591)}{\ln5}-\frac{3\ln(2.439/2.137)}{\ln5}
=2+0.17-0.25=1.92 .
\end{equation}
The closeness to 2 thus owes something to two small corrections of opposite sign. A constant screening number does not describe these results: $Z-Z_i$ rises from $4.5$ in Na to $17.8$ in Cs. In this model it is the fraction $Z_i/Z$ that varies slowly. The omitted exchange field, core polarization and relativistic contraction would change $\zeta$ and $n_*$, and with them the inferred $Z_i$, and the pattern does not carry over to the real atoms. The measured doublet splittings of about $17.2$, $57.7$, $238$ and $554$ cm$^{-1}$, with the measured $n_*$ of $2.12$, $2.23$, $2.29$ and $2.35$, give $Z-Z_i\approx3.5$, $4.2$, $5.8$ and $5.4$, while $Z_i/Z$ rises from $0.68$ to $0.90$. For the real p levels a constant screening number near 4 fits better than a constant fraction, though only roughly. These $Z_i$ also absorb the higher-order relativistic enhancement that Eq.~\eqref{lande} lacks, about $2\%$ of the splitting in Rb and $6\%$ in Cs by the hydrogenic Dirac levels. Removing it gives $Z-Z_i\approx3.5$, $4.2$, $6.1$ and $6.8$.

\paragraph{The picture behind the formula.} In Cs 6p the mean radius is $4.40$ \AA, where the enclosed charge $Q$ is $1.000$, so $Z_o=1$ is justified. Yet $90\%$ of the spin-orbit integral comes from within $0.032$ \AA\ of the nucleus. There the condition $|\varepsilon-V|\ll2c^2$ behind Eq.~\eqref{so} is only moderately met: for a zero-energy p wave in the bare field of $Z=55$, about a quarter of the integral lies where $|V|/2c^2>0.1$. The dependence on the outer period can be examined within one atom: for Cs 6p, 7p and 8p the product $\zeta n_*^3$ is $0.334$, $0.348$ and $0.354$ eV. It is constant to about $6\%$, while $\zeta$ itself falls by a factor of nearly 6.

\paragraph{Where the $Z^2$ estimate fails.} An orbit that stays outside the core never feels $Z_i$. In the frozen-core model the 4f level has $\zeta$ within $1\%$ of the hydrogen value in both Na and K, so it hardly depends on $Z$ there. The exchange term left out of the field changes this $\zeta$ by about $0.2\%$ in Na and $1.5\%$ in K. Core polarization was not examined, so this is not a statement about the measured f splittings. An inner electron, on the other hand, spends its whole orbit in the strong field, and its orbit shrinks as $Z$ grows. For the 2p shell the computed exponent from Rb to Cs is $4.3$, against $1.87$ for the valence p level between the same two atoms. The $Z^2$ estimate therefore describes the penetrating valence p orbits examined here, not neutral atoms as a whole. The d levels were not examined, and the measured lowest d doublets of Na, K and Rb are inverted, a sign that Eq.~\eqref{lande} cannot give. The numerical check tests the bare-nucleus formula, the classical form of the penetrating-orbit average, the exponents in the Hartree-Fock model and these contrasting cases.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant = 0.00729735
hartree = 27.21139 eV; bohr = 0.529177 angstrom
p doublet splitting / zeta = 1.500
hydrogen 2p zeta = 3.0188e-05 eV
hydrogen 2p splitting = 4.5283e-05 eV
Z=10 2p splitting, Dirac = 0.45414 eV
Z=10 2p splitting, first order = 0.45283 eV
classical/Lande, Zi=20 Zo=1 n*=2: 1.0204
classical/Lande, Zi=50 Zo=1 n*=2: 1.0237
classical/Lande, Zi=80 Zo=1 n*=2: 1.0248
classical/Lande, Zi=50 Zo=2 n*=2: 1.0213
classical/Lande, Zi=50 Zo=1 n*=3: 1.0065
classical exponent, Zi 20 to 80 = 2.003
Na 3p energy, Gaussian-basis check = -2.978 eV
Na Z=11 3p: E=-2.978 eV, n*=2.137
  mean r=3.171, r90=0.2117 angstrom, charge at mean r=1.000
  zeta=0.00104 eV, splitting=0.00157 eV
  Lande zeta (Zi=Z)=0.00299 eV, computed/Lande=0.349
  inferred Zi=6.50, Z-Zi=4.50
K Z=19 4p: E=-2.600 eV, n*=2.288
  mean r=3.767, r90=0.1061 angstrom, charge at mean r=1.000
  zeta=0.00291 eV, splitting=0.00437 eV
  Lande zeta (Zi=Z)=0.00728 eV, computed/Lande=0.400
  inferred Zi=12.01, Z-Zi=6.99
Rb Z=37 5p: E=-2.453 eV, n*=2.355
  mean r=4.048, r90=0.0499 angstrom, charge at mean r=1.000
  zeta=0.01099 eV, splitting=0.01649 eV
  Lande zeta (Zi=Z)=0.02531 eV, computed/Lande=0.434
  inferred Zi=24.39, Z-Zi=12.61
Cs Z=55 6p: E=-2.287 eV, n*=2.439
  mean r=4.404, r90=0.0323 angstrom, charge at mean r=1.000
  zeta=0.02303 eV, splitting=0.03455 eV
  Lande zeta (Zi=Z)=0.05036 eV, computed/Lande=0.457
  inferred Zi=37.19, Z-Zi=17.81
Cs 6p bare Z^4 zeta = 10.231 eV
Cs 6p bare/computed = 444.2
valence exponent Na to Cs = 1.922
same for zeta*n*^3 = 2.168
valence exponent Rb to Cs = 1.866
core 2p exponent Rb to Cs = 4.295
Cs 6p: n*=2.439, zeta=0.02303 eV, zeta*n*^3=0.3341 eV
Cs 7p: n*=3.473, zeta=0.00832 eV, zeta*n*^3=0.3484 eV
Cs 8p: n*=4.485, zeta=0.00393 eV, zeta*n*^3=0.3544 eV
spread of zeta*n*^3 in Cs series = 6.1 %
4f exponent Na to K = 0.013
Na 4f zeta / (bare Z=1 zeta) = 1.001
K 4f zeta / (bare Z=1 zeta) = 1.008
\end{verbatim}
